# Optical rotation by oriented molecules: magnetic dipole and electric quadrupole terms, part 3

Linearly polarized light (frequency $\omega$, wavelength $\lambda$) crosses a path $l$ containing $N$ independent oriented molecules per volume. Its plane turns by $\Delta\theta$, positive if clockwise for an observer facing the source. Formulas are in SI units, axes right-handed, repeated Greek indices summed; $\sum$ without an index runs over a molecule's mobile particles (charge $q$, mass $m$). Eigenfunctions $|j\rangle$ are real, with excitation frequencies $\omega_j$; $O_{0j}=\langle 0|O|j\rangle$.

With $J_\alpha=\sum(q/m)\,p_\alpha e^{ikz}$ and $P^{\,j}_{\alpha\beta}=(J_\alpha^\dagger)_{0j}(J_\beta)_{j0}$, the molecular response is

$$\tilde\alpha_{\alpha\beta}(\omega,k)=\frac{1}{\omega^2}\left[\chi_{\alpha\beta}-\delta_{\alpha\beta}\sum\frac{q^2}{m}\right],\qquad \chi_{\alpha\beta}=\frac1\hbar\sum_{j\ne0}\left[\frac{(J_\alpha^\dagger)_{0j}(J_\beta)_{j0}}{\omega_j-\omega}+\frac{(J_\beta)_{0j}(J_\alpha^\dagger)_{j0}}{\omega_j+\omega}\right].\tag{2}$$

$$\tilde\alpha_{\alpha\beta}=\frac{1}{\omega^2}\left[\chi_{\alpha\beta}(0,k)-\delta_{\alpha\beta}\sum\frac{q^2}{m}\right]+\frac2\hbar\sum_{j\ne0}\frac{P^{\,j}_{\alpha\beta}}{\omega_j(\omega_j^2-\omega^2)},\qquad\chi_{\alpha\beta}(0,k)=\frac2\hbar\sum_{j\neq0}\frac{P^{\,j}_{\alpha\beta}}{\omega_j}.\tag{10}$$

For exact states the square bracket in (10) vanishes through first order in $k$. The transverse polarization vector $\mathbf e$ obeys, with $k=n\omega/c$,

$$(n^2-1)\,e_\alpha=\frac{N}{\varepsilon_0}\,\tilde\alpha_{\alpha\beta}\,e_\beta .\tag{3}$$

Longitudinal and local-field effects, of higher order in $N$, are dropped. The part of $\tilde\alpha$ odd in $k$ defines $D_z$, which gives the circular birefringence (left minus right) and, if $\mathrm{Re}\,\tilde\alpha$ is transversely isotropic, the rotation:

$$\tilde\alpha_{xy}-\tilde\alpha_{yx}=2i\,\frac{k}{\omega}\,D_z .\tag{5}$$

$$n_L-n_R=-\frac{ND_z}{\varepsilon_0c}.\tag{6}$$

$$\Delta\theta=-\tfrac12\,\omega\mu_0Nl\,D_z .\tag{7}$$

The operators are $\mu_\alpha=\sum q r_\alpha$, $\Pi_\alpha=\sum(q/m)p_\alpha$, $Q_{\alpha\beta}=\sum q r_\alpha r_\beta$, $\Sigma_{\alpha\beta}=\sum(q/m)(r_\alpha p_\beta+p_\alpha r_\beta)$, $\Theta_{\alpha\beta}=\tfrac12\sum q(3r_\alpha r_\beta-r^2\delta_{\alpha\beta})$ and $\mathbf m=\sum(q/2m)\,\mathbf r\times\mathbf p$. For exact eigenstates of a local potential,

$$\Pi_{\alpha,0j}=-i\omega_j\,\mu_{\alpha,0j},\qquad \Pi_{\alpha,j0}=i\omega_j\,\mu_{\alpha,j0},\qquad \Sigma_{\alpha\beta,0j}=-i\omega_j\,Q_{\alpha\beta,0j},\qquad\Sigma_{\alpha\beta,j0}=i\omega_j\,Q_{\alpha\beta,j0}.\tag{8}$$

The multipole tensors are

$$\alpha_{\alpha\beta}=\frac2\hbar\sum_{j\ne0}\frac{\omega_j\,\mathrm{Re}(\mu_{\alpha,0j}\mu_{\beta,j0})}{\omega_j^2-\omega^2},\qquad G'_{\alpha\beta}=-\frac2\hbar\sum_{j\ne0}\frac{\omega\,\mathrm{Im}(\mu_{\alpha,0j}m_{\beta,j0})}{\omega_j^2-\omega^2},$$

$$A_{\alpha,\beta\gamma}=\frac2\hbar\sum_{j\ne0}\frac{\omega_j\,\mathrm{Re}(\mu_{\alpha,0j}\Theta_{\beta\gamma,j0})}{\omega_j^2-\omega^2}.\tag{11}$$

The last term of (10), at first order in $k$, gives

$$\Delta\theta=-\tfrac12\,\omega\mu_0Nl\left[G'_{xx}+G'_{yy}+\tfrac13\,\omega\,(A_{x,yz}-A_{y,xz})\right].\tag{12}$$

For propagation along a unit vector $\mathbf n$,

$$D(\mathbf n)=D^{\rm m}+D^{\rm q},\qquad D^{\rm m}=G'_{\gamma\gamma}-n_\alpha G'_{\alpha\beta}n_\beta,\qquad D^{\rm q}=\tfrac13\omega\,n_\alpha\varepsilon_{\alpha\gamma\delta}A_{\gamma,\delta\beta}\,n_\beta .\tag{13}$$

The isotropic average of $D$ is $\tfrac23G'_{\alpha\alpha}$. Moving the origin to $\mathbf a$ gives

$$\Delta G'_{\alpha\beta}=\tfrac12\,\omega\,\varepsilon_{\beta\gamma\delta}\,a_\gamma\,\alpha_{\alpha\delta},\qquad\Delta A_{\alpha,\beta\gamma}=-\tfrac32(a_\beta\alpha_{\alpha\gamma}+a_\gamma\alpha_{\alpha\beta})+\delta_{\beta\gamma}\,a_\delta\,\alpha_{\alpha\delta}.\tag{14}$$

$$\Delta D^{\rm m}=-\tfrac12\,\omega\,\mathbf n\cdot(\mathbf a\times\alpha\mathbf n),\qquad\Delta D^{\rm q}=+\tfrac12\,\omega\,\mathbf n\cdot(\mathbf a\times\alpha\mathbf n),\qquad\Delta D=0.\tag{15}$$

For $\mathbf n=\hat{\mathbf z}$ the magnetic shift is $s=\tfrac12\omega(a_y\alpha_{xz}-a_x\alpha_{yz})$.

If $\mathrm{Re}\,\tilde\alpha$ is transversely anisotropic, take $x$ and $y$ along its principal axes. To first order in $N$ the Jones vector $\mathbf F=(F_x,F_y)$, with the mean phase removed, obeys

$$\frac{d\mathbf F}{dz}=iK\mathbf F,\qquad K=\begin{pmatrix}\delta&-i\rho\\ i\rho&-\delta\end{pmatrix},\qquad\delta=\frac{\omega}{2c}(n_x-n_y),\qquad\rho=\frac{\omega}{2c}(n_L-n_R).$$

Here $n_x-n_y=N(\alpha_{xx}-\alpha_{yy})/2\varepsilon_0$, and $n_L-n_R$ stands for the value (6): the $xy$ element is $(\omega/c)(N/2\varepsilon_0)\,iD_z/c$, which is $-i\rho$. Since $K^2=\Omega^2$ with $\Omega^2=\delta^2+\rho^2$, the exponential series sums to $e^{iKz}=\cos\Omega z+iK\sin(\Omega z)/\Omega$. For input along $x$, $F_x=\cos\Omega z+i(\delta/\Omega)\sin\Omega z$ and $F_y=-(\rho/\Omega)\sin\Omega z$. The light is now elliptical, and its azimuth $\psi$, counted counterclockwise, is the angle that maximizes $|F_x\cos\psi+F_y\sin\psi|^2=\tfrac12+\tfrac12(|F_x|^2-|F_y|^2)\cos2\psi+\mathrm{Re}(F_x^*F_y)\sin2\psi$, namely $\tan2\psi=2\,\mathrm{Re}(F_x^*F_y)/(|F_x|^2-|F_y|^2)$. With $\mathrm{Re}(F_x^*F_y)=-(\rho/2\Omega)\sin2\Omega z$ and $|F_x|^2-|F_y|^2=1-2(\rho/\Omega)^2\sin^2\Omega z$, the clockwise angle $\theta=-\psi$ satisfies

$$\tan2\theta=\frac{(\rho/\Omega)\sin2\Omega z}{1-2(\rho/\Omega)^2\sin^2\Omega z}.$$

For $\delta=0$ the right side is $\tan 2\rho z$ and (7) is recovered. For $|\rho|\ll|\delta|$ it reduces to leading order to $\theta\simeq(\rho/2|\delta|)\sin2\Omega z$ with $\Omega\simeq|\delta|$, which starts with the slope $\rho$ for either sign of $\delta$, oscillates with the beat length $\lambda/|n_x-n_y|$, and has amplitude

$$\theta_{\max}\simeq\frac{|n_L-n_R|}{2\,|n_x-n_y|}.\tag{17}$$

So, to first order in $N$, $D(\mathbf n)$ gives the circular birefringence with or without linear birefringence, but it gives an angle growing in proportion to the path only where linear birefringence is absent.

In a calculation with a finite basis the relations (8) fail, and the consequences can be stated exactly. Define velocity-form moments from whatever approximate states and frequencies are at hand,

$$\mu^{V}_{\alpha,0j}=\frac{i\,\Pi_{\alpha,0j}}{\omega_j},\qquad Q^V_{\alpha\beta,0j}=\frac{i\,\Sigma_{\alpha\beta,0j}}{\omega_j},$$

with $\Theta^V$ the traceless part built from $Q^V$ as before and the $j0$ elements the complex conjugates. They equal the length moments when (8) holds. In the length form, which uses (11) as written, $\Delta A$ still contains $\alpha$, but $\Pi_{\delta,j0}=i\omega_j\mu^V_{\delta,j0}$ puts into $\Delta G'$ the mixed tensor $\alpha^{LV}_{\alpha\delta}=(2/\hbar)\sum_j\omega_j\mu_{\alpha,0j}\mu^V_{\delta,j0}/(\omega_j^2-\omega^2)$, which need be neither equal to $\alpha$ nor symmetric. For light along $z$ and a shift along $x$, the only surviving term of $\Delta(G'_{xx}+G'_{yy})$ has $\varepsilon_{yxz}=-1$, while $\Delta G'_{zz}$ has $\varepsilon_{zxy}=+1$, so

$$\Delta D_z=-\tfrac12\omega a_x\,(\alpha^{LV}_{yz}-\alpha_{yz}),\qquad\Delta G'_{\alpha\alpha}=\tfrac12\omega a_x\,(\alpha^{LV}_{zy}-\alpha^{LV}_{yz}).\tag{18}$$

In the velocity form every $\mu$ and $\Theta$ in (11) is replaced by its velocity counterpart. The operator identity $\Sigma'_{\alpha\beta}=\Sigma_{\alpha\beta}-a_\alpha\Pi_\beta-a_\beta\Pi_\alpha$ makes $Q^V$ shift with $\mu^V$ just as $Q$ shifts with $\mu$, and $\mathbf m$ shifts with $\Pi$, so both laws (14) hold with the symmetric tensor $\alpha^V$ and (15) is exact in any basis. Reading the derivation of (12) with $\Pi$ and $\Sigma$ left unconverted shows that this form is the first-order expansion of the last term of (10), that is, of $[\chi(\omega,k)-\chi(0,k)]/\omega^2$. It is known as the modified velocity gauge: the static bracket of (10), which an incomplete basis does not bring to zero, is discarded. Origin independence obtained this way says nothing about accuracy; the velocity result carries its own basis error.

A one-electron model in which (8) holds to high accuracy illustrates the exact statements. In atomic units, with $q=-1$ and $m=1$, take $V=\tfrac12\sum_i\omega_i^2r_i^2+c_{xy}xy+c_{xz}xz+c_{yz}yz+\lambda xyz+\gamma r^4$ with $(\omega_x,\omega_y,\omega_z)=(0.8,1.0,1.3)$, $(c_{xy},c_{xz},c_{yz})=(0.05,0.15,-0.10)$, $\lambda=0.1$ and $\gamma=0.01$. The cubic term is the only one odd under inversion, so $D$ would vanish without it; the bilinear terms tilt the principal axes of $\alpha$ away from $z$; the quartic term keeps $V$ bounded below. The Hamiltonian is diagonalized in the 969 products of harmonic-oscillator functions with at most 16 quanta in total, and (11) is summed over all states. The first excitation lies at $0.842$, well above the photon frequency $\omega=0.3$. With the origin at the centre of the potential, $D^{\rm m}_z=-2.0674\times10^{-4}$ and $D_z^{\rm q}=-5.7328\times10^{-4}$, which add to $D_z=-7.80019\times10^{-4}$. The off-diagonal polarizabilities are $\alpha_{xz}=-0.143901$ and $\alpha_{yz}=0.067356$, so for $\mathbf a=(1,-2,1.5)$ bohr

$$s=\tfrac12(0.3)\left[(-2)(-0.143901)-(1)(0.067356)\right]=0.15\times0.220446=0.033067 .$$

The tensors recomputed with the shifted operators give $D^{\rm m}_z=0.032860$ and $D^{\rm q}_z=-0.033640$, which are the old values plus and minus $s$. Each term is now some forty times larger in magnitude than their sum, which is still $-7.80019\times10^{-4}$. The same states can be used in (2) with the matrix of $e^{ikz}$ formed by exponentiating the position matrix, without any multipole expansion, and $D_z$ read off from (5). Treating $k$ as a free parameter at fixed $\omega$, the result exceeds the multipole value by $5.847\times10^{-7}$ at $k=0.04$ bohr$^{-1}$ and by $1.462\times10^{-7}$ at $k=0.02$ bohr$^{-1}$, which is $7.5\times10^{-4}$ and $1.9\times10^{-4}$ of $|D_z|$. The ratio is $3.999$, close to the factor 4 of a $k^2$ law. Scaling to the physical value $k=\omega/c=0.002189$ bohr$^{-1}$ gives $1.462\times10^{-7}\times(0.002189/0.02)^2=1.8\times10^{-9}$, and the unexpanded calculation at that $k$ gives $-7.80017\times10^{-4}$. The six axes $(0,\pm1,\varphi)$ and their cyclic permutations, with $\varphi$ the golden ratio, have $\langle n_\alpha n_\beta\rangle=\delta_{\alpha\beta}/3$ after normalization, because the two signs cancel the off-diagonal products and the permutations equalize the diagonal ones. The mean of the unexpanded $D(\mathbf n)$ over these axes is $2.3748\times10^{-5}$, equal to $\tfrac23G'_{\alpha\alpha}$ to the digits shown, with no quadrupole part left.

For a real molecule take hydrogen peroxide at a chosen geometry: $r_{\rm OO}=1.45$ Å, $r_{\rm OH}=0.97$ Å, angle OOH $100^\circ$ and dihedral angle $+110^\circ$. The O–O bond lies along $z$ with its midpoint at the origin and the $C_2$ axis is $x$; the hydrogen bound to the oxygen at positive $z$ lies at azimuth $+55^\circ$ from $x$ towards $y$, and the other at $-55^\circ$. The response is computed at the time-dependent Hartree–Fock level in the aug-cc-pVDZ basis of 64 functions. With 9 occupied orbitals $i$ and 55 virtual orbitals $a$ there are 495 singlet excitations, obtained by full diagonalization of the response matrices and all included in the sums. Each has an excitation operator $Q_j^\dagger=\sum_{ia}(X_{ia}E_{ai}-Y_{ia}E_{ia})/\sqrt2$, where $E_{pq}$ is the spin-summed orbital replacement operator and the real amplitudes obey $\sum(X^2-Y^2)=1$. The transition moment of a one-electron operator is $O_{0j}=\langle{\rm HF}|[O,Q_j^\dagger]|{\rm HF}\rangle=\sqrt2\sum_{ia}(O_{ia}X_{ia}+O_{ai}Y_{ia})$. These moments obey (8) in a complete basis although the states are approximate. The response equations state that $\langle[O,[H,Q_j^\dagger]]\rangle=\hbar\omega_j\langle[O,Q_j^\dagger]\rangle$ for every occupied–virtual replacement $O$, and for occupied–occupied and virtual–virtual replacements both sides vanish because such operators map the determinant onto a multiple of itself from either side; the equation therefore holds for any one-electron $O$. The Jacobi identity gives $[O,[H,Q_j^\dagger]]=[[O,H],Q_j^\dagger]+[H,[O,Q_j^\dagger]]$, and the last term has zero expectation value by Brillouin's theorem, since $[O,Q_j^\dagger]$ is a one-electron operator. With $[\mu,H]=i\hbar\Pi$ this is $i\Pi_{0j}=\omega_j\mu_{0j}$, and likewise for $Q$. In a finite basis the projected operators do not satisfy that commutator, and the length and velocity forms differ.

At $589.3$ nm, $\omega=0.0773178$ and $k=5.642\times10^{-4}$ bohr$^{-1}$ in atomic units, and the lowest excitation is at $0.244$ hartree, so the light is far from resonance. The atomic unit of $G'$ and $D$ is $ea_0(e\hbar/m_e)/E_h=e^2a_0^3/\hbar$. The digits quoted below serve the arithmetic; the spread between the two forms shows that the incomplete basis alone leaves few of them significant, and the neglect of electron correlation adds an error that this spread does not measure. The velocity polarizability has $\alpha_{xx},\alpha_{yy},\alpha_{zz},\alpha_{yz}=10.56,\ 11.89,\ 19.49,\ 1.90569$, against $10.94,\ 12.18,\ 19.56,\ 1.9152$ in length form. The $C_2$ axis reverses $y$ and $z$, so $\alpha_{xy}=\alpha_{xz}=0$, and $x$ is a principal axis while $y$ and $z$ are not. At the midpoint the velocity form gives $G'_{xx}=0.112363$, $G'_{yy}=-0.122427$, $G'_{zz}=0.007317$, $A_{x,yz}=4.26197$, $A_{y,xz}=4.78677$ and $A_{z,xy}=2.30591$. With $\omega/3=0.0257726$ and cyclic permutation of the indices in (12),

$$D_x=(-0.122427+0.007317)+0.0257726\,(4.78677-2.30591)=-0.115110+0.063938=-0.051172,$$

$$D_y=(0.007317+0.112363)+0.0257726\,(2.30591-4.26197)=0.119681-0.050413=0.069268,$$

$$D_z=(0.112363-0.122427)+0.0257726\,(4.26197-4.78677)=-0.010064-0.013525=-0.023589 .$$

The three quadrupole terms add to zero, and the mean of the three totals is $-0.005493/3=-0.001831$, which is $\tfrac23G'_{\alpha\alpha}$. Along the $C_2$ axis, where the division has a meaning independent of origin, the quadrupole term cancels more than half of the magnetic term. The tensor $[\chi(\omega,k)-\chi(0,k)]/\omega^2$ can also be evaluated with the unexpanded $\cos kz$ and $\sin kz$, the matrix elements between orbitals being integrated numerically on atom-centred radial and angular grids. It gives $-0.0511716$, $0.0692681$ and $-0.0235891$ for the three directions, against $-0.0511717$, $0.0692681$ and $-0.0235892$ from the multipole tensors.

Moving the origin by 5 bohr along the $C_2$ axis changes $D_z^{\rm m}$ by $-\tfrac12\omega a_x\alpha_{yz}=-0.0386589\times5\times1.90569=-0.368359$. The recomputed terms are $D^{\rm m}_z=-0.378422$ and $D_z^{\rm q}=0.354833$, with the sum $-0.023589$ unchanged. For light along $y$, the $y$ component of $\mathbf a\times\alpha\mathbf n$ is $-a_x\alpha_{zy}$, so the shift has the same size and the opposite sign: the terms become $0.488039$ and $-0.418771$, with the sum $0.069268$. For light along $x$ neither term of the velocity form moves. Symmetry places a natural origin anywhere on the $C_2$ axis and does not select a point on it. The quadrupole term of $D_z$ grows by $0.368359/5=0.07367$ per bohr, so it passes through zero at $a_x=0.013525/0.07367=0.18$ bohr. At the midpoint the quadrupole supplies 57 per cent of $D_z$, and $0.18$ bohr away it supplies none.

The length form gives $D_z=-0.011726-0.014364=-0.026090$ at the midpoint and $-0.383517+0.355834=-0.027683$ after the shift, a residue of $-0.001593$, or 6 per cent of the midpoint length value. With $\alpha^{LV}_{yz}=1.92344$, (18) gives $-0.0386589\times5\times(1.92344-1.9152)=-0.00159$. The mixed tensor is not symmetric, $\alpha^{LV}_{zy}=1.90117$, so by (18) the length-form trace also moves, by $0.0386589\times5\times(1.90117-1.92344)=-0.0043$, and $\tfrac23G'_{\alpha\alpha}$ moves by $-0.0029$ from its midpoint value of $-0.00338$. At the midpoint the two forms differ by $0.0025$ in $D_z$, which is 11 per cent of the velocity value, and by $0.0016$ in the isotropic quantity, which is 85 per cent of the velocity value. The absolute differences are of similar size; the relative one is large for the fluid because the isotropic quantity is a small remainder of directional values of both signs. In this basis the two forms agree on the sign of the isotropic rotation at the midpoint but not on its first digit.

The specific rotation is (7) in degrees for $l=0.1$ m and a concentration of 1 g/mL, for which $N=10^6N_A/M$ per cubic metre with the molar mass $M=34.014$ g/mol. Evaluating $-\tfrac12\omega\mu_0Nl\,(e^2a_0^3/\hbar)(180/\pi)$ with $\omega=2\pi c/\lambda$ gives $-7348.65$ deg dm$^{-1}$ (g/mL)$^{-1}$ per atomic unit of $D$. The velocity values become $+376$, $-509$ and $+173$ for light along $x$, $y$ and $z$, and their mean is $+13.5$, the isotropic value, all in deg dm$^{-1}$ (g/mL)$^{-1}$.

Whether such numbers appear as angles depends on the sample. Take 1 mol/L, that is $N=6.022\times10^{26}$ m$^{-3}$ or $0.034014$ g/mL, and a path of $0.1$ m along $z$. If the O–O bonds are aligned with the beam and the molecules are distributed uniformly in angle about it, (12) applies and gives $173.349\times0.034014=5.8963^\circ$. Numerical propagation of the Jones vector with the grid tensor, averaged over eight equally spaced azimuths, gives $5.89625^\circ$ against $5.89629^\circ$ from the formula with the multipole $D_z$, a relative difference of a few parts in $10^{6}$ that reflects the last-digit difference between the two values of $D_z$. The circular birefringence follows from $\Delta\theta=\pi l(n_L-n_R)/\lambda$ with $\Delta\theta=0.102909$ rad: $n_L-n_R=0.102909\times589.3\times10^{-9}/(0.1\,\pi)=1.930\times10^{-7}$. If the molecules are all held in one orientation, the difference $\alpha_{xx}-\alpha_{yy}=10.5613-11.8948=-1.3335$ produces $n_x-n_y=-7.477\times10^{-4}$, which corresponds to $N/2\varepsilon_0=5.6\times10^{-4}$ per atomic unit of polarizability; the mean index exceeds one by about $0.006$, small enough for a treatment of the linear birefringence to first order in $N$. The circular birefringence is much smaller, and in this fully oriented sample the longitudinal field dropped after (3), which acts through $\alpha_{yz}$, can change it by a few per cent. The beat length is $589.3\times10^{-9}/7.477\times10^{-4}=7.88\times10^{-4}$ m. For light entering polarized along $x$, (17) gives the amplitude $1.930\times10^{-7}/(2\times7.477\times10^{-4})=1.291\times10^{-4}$ rad, or $0.0074^\circ$, and a scan of the propagated azimuth at 4001 points over one beat length finds the same maximum, $0.0073963^\circ$. The same molecules with the same $D_z$ turn the plane by about $6^\circ$ over a decimetre in the uniaxial sample and move the azimuth of light entering polarized along $x$ by no more than about $0.0074^\circ$, whatever the thickness, in the fully oriented one treated to first order in $N$.
